# Doping for the Highest Grain-Boundary Barrier in Seto's Polysilicon Model

## Problem

A p-type polysilicon film consists of slab-shaped grains of width $L=20$ nm. Current flows across the slabs, so each hole must cross the boundaries between them. A boundary holds $Q_t=3.4\times10^{12}$ traps per cm². A trap is neutral when empty and carries charge $+e$ after it has captured a hole. The acceptor density $N$ is uniform and every acceptor is ionised.

Seto's model adds two simplifications. The traps are deep enough to capture every available hole until they are full. The depletion approximation is used: each part of a grain is either neutral or free of mobile holes.

(a) Find the doping that maximises the barrier $V_B$, the energy a hole needs to go from the middle of a grain to its boundary.

(b) Show that the largest barrier is about 0.13 eV.

(c) Decide whether free holes and a finite trap depth can raise that maximum.

Take the relative permittivity of silicon as 11.7 and the temperature as 300 K. With $\varepsilon$ the permittivity of silicon, the electrostatic coupling is $e^2/\varepsilon=1.5466$ eV nm. In the same units $Q_t=0.034$ nm⁻².

## First estimate by scaling

Trapped holes leave ionised acceptors behind. With few acceptors there is little charge to build a barrier. With many, the traps fill and the compensating acceptor charge fits into a thin layer, so the field acts over a short distance. The best doping should lie where the acceptors of one grain just match the traps of one boundary:

$$N\sim\frac{Q_t}{L}.$$

The charge per area is then of order $eQ_t$, the field of order $eQ_t/\varepsilon$, and the distance of order $L$. Hence

$$V_B\sim\frac{e^2Q_tL}{\varepsilon}=1.5466\times0.034\times20\ \text{eV}\approx1.05\ \text{eV}.$$

Scaling gives the dependence on $Q_t$ and $L$ but not the numerical factor, which matters here because the barrier enters the current through an exponential.

## Solution in the depletion approximation

**Charge balance.** Two grains share each boundary, so by symmetry each side compensates $Q_t/2$ trapped holes per area. If a layer of width $w$ is depleted on each side, full traps require $Nw=Q_t/2$. The layer cannot extend beyond the middle of the grain, so

$$w=\min\left(\frac{Q_t}{2N},\frac L2\right).$$

**Barrier of a depleted layer.** Let $s$ be the distance from the inner edge of the layer towards the boundary, and $W(s)$ the potential energy of a hole, with $W=0$ at that edge. The charge density is $-eN$. Poisson's equation for the potential $\phi$ is $\phi''=eN/\varepsilon$, and $W=e\phi$, so

$$W''=\frac{e^2N}{\varepsilon}.$$

The field vanishes at the inner edge, either because the core is neutral or because the edge is the symmetry plane of the grain. Integrating twice gives

$$W'(s)=\frac{e^2N}{\varepsilon}s,\qquad V_B=W(w)=\frac{e^2Nw^2}{2\varepsilon}.$$

The sign is positive: holes are repelled by the positively charged boundary.

**Two branches.** For $NL<Q_t$ the whole grain is depleted and $w=L/2$:

$$V_B=\frac{e^2NL^2}{8\varepsilon}.$$

For $NL>Q_t$ the traps are full and $w=Q_t/(2N)$:

$$V_B=\frac{e^2N}{2\varepsilon}\,\frac{Q_t^2}{4N^2}=\frac{e^2Q_t^2}{8\varepsilon N}.$$

The first branch rises with $N$ and the second falls. They meet at $NL=Q_t$, which is therefore the maximum:

$$N^*=\frac{Q_t}{L},\qquad V_{\max}=\frac{e^2Q_tL}{8\varepsilon}.$$

The slope jumps from $+V_{\max}/N^*$ to $-V_{\max}/N^*$. The maximum is a cusp, so setting a derivative to zero would not find it.

**Numbers.** With $L=2.0\times10^{-6}$ cm,

$$N^*=\frac{3.4\times10^{12}}{2.0\times10^{-6}}\ \text{cm}^{-3}=1.7\times10^{18}\ \text{cm}^{-3},$$

$$V_{\max}=\frac{1.5466\times0.034\times20}{8}\ \text{eV}=0.1315\ \text{eV}\approx0.13\ \text{eV}.$$

This is 0.0048 hartree, or 5.1 times $kT$ at 300 K. Doping at half or at twice $N^*$ halves the barrier.

## Comparison with the estimate

The scaling argument found the right doping but a barrier eight times too high. The factor has three parts. Each side of a boundary takes half the trapped charge, so the largest field is $eQ_t/(2\varepsilon)$. The field acts over half a grain. It grows linearly from zero, so its average is half its largest value. Together,

$$V_{\max}=\frac12\times\frac{e^2Q_t}{2\varepsilon}\times\frac L2 .$$

## Free holes and traps of finite depth

The Debye length at $N^*$ is 3.1 nm, not very small beside the half grain of 10 nm. The sharp edge of the depleted layer therefore needs examination.

Let $x$ now run from the middle of the grain, where $W=0$ and $W'=0$. For non-degenerate holes $p=p_0e^{-W/kT}$, and

$$W''=\frac{e^2}{\varepsilon}\left(N-p_0e^{-W/kT}\right).$$

If a fraction $f$ of the traps is filled, charge balance over half a grain fixes the slope at the boundary:

$$W'(L/2)=\frac{e^2}{\varepsilon}\int_0^{L/2}(N-p)\,dx=\frac{e^2fQ_t}{2\varepsilon}.$$

**An upper bound.** Here $p_0<N$. Otherwise $W$ would not rise from the middle, $p$ would nowhere fall below $N$, and the integral could not be positive. Hence $W$ increases towards the boundary, $p$ decreases, and $W''$ increases. The slope $W'$ is then a convex function that starts at zero, and it lies below its chord:

$$W'(x)\le\frac{2x}{L}\,W'(L/2).$$

Integrating from 0 to $L/2$,

$$V_B\le\frac L4\,W'(L/2)=\frac{e^2fQ_tL}{8\varepsilon}=fV_{\max}\le V_{\max}.$$

This answers part (c). Within this slab model, free holes and partly filled traps cannot raise the maximum, whatever the doping.

**The falling branch.** Multiply the equation for $W''$ by $W'$ and integrate from the middle:

$$\frac{W'^2}{2}=\frac{e^2}{\varepsilon}\left[NW-p_0kT\left(1-e^{-W/kT}\right)\right].$$

At the boundary the left side is $e^4f^2Q_t^2/(8\varepsilon^2)$. Dividing by $e^2N/\varepsilon$ and solving for $V_B$ gives

$$V_B=\frac{e^2f^2Q_t^2}{8\varepsilon N}+\frac{p_0}{N}\,kT\left(1-e^{-V_B/kT}\right).$$

When the grain has a neutral core, $p_0\approx N$. If the barrier is also well above $kT$, it exceeds the depletion value by nearly $kT$; at very high doping, where the barrier itself becomes comparable to $kT$, the excess is smaller. At $2N^*$ the numerical solution, with a trap level chosen 0.40 eV above the valence edge, has $p_0/N=0.868$ and $f$ very close to one. The two terms are 0.0657 eV and 0.0217 eV, which add to 0.0874 eV. The depletion formula gives the first term alone, a quarter below the full value. The real fall beyond the peak is thus gentler than the cusp suggests.

**The peak.** Let $E_t$ be the trap level and $\zeta$ the Fermi level at mid-grain, each measured from the local valence edge. At the boundary the valence edge lies lower by $V_B$, so

$$f=\frac{1}{1+\exp[(\zeta+V_B-E_t)/kT]},$$

with the trap degeneracy factor set to one. At $N^*$ the solution has $p_0/N=0.0348$. With a rough valence density of states of $3\times10^{19}$ cm⁻³,

$$\zeta=kT\ln\frac{3\times10^{19}}{0.0348\times1.7\times10^{18}}\approx0.161\ \text{eV}.$$

Adding $V_B=0.129$ eV gives 0.290 eV, which is 0.110 eV below the trap level, or 4.3 $kT$. Hence $f=0.986$. The computed maximum is 0.129 eV at $1.01N^*$, 2% below $V_{\max}$.

**When the result fails.** Since $p_0<N$, $\zeta$ is at least $kT\ln(3\times10^{19}/1.7\times10^{18})=0.074$ eV at $N^*$. A barrier of 0.1315 eV would put the Fermi level at the boundary at least 0.206 eV above the valence edge. Traps at 0.20 eV would then be less than half full, and the bound $V_B\le fV_{\max}$ forbids such a barrier. The full solution for this shallow level peaks at 0.085 eV, at $1.24N^*$. Seto's maximum needs $E_t$ to exceed $\zeta+V_{\max}$ by several $kT$. Heating the film to 400 K, with the 0.40 eV level held fixed, gives 0.121 eV at $1.05N^*$. These peaks depend on the rough inputs. A valence density of states of $1.04\times10^{19}$ cm⁻³, or a trap degeneracy factor of 2 or 1/2, moves the shallow-trap peak between 0.077 and 0.096 eV and the 400 K peak between 0.118 and 0.125 eV, while the 300 K peak for the 0.40 eV level stays within 0.128–0.130 eV.

## Grains bounded on more sides

Replace the slab by a cylinder ($d=2$) or sphere ($d=3$) of diameter $L$, again assigning half the surface traps to the grain. For a fully depleted grain, Gauss's law gives $W'(r)=e^2Nr/(\varepsilon d)$. The traps are just filled when $W'(L/2)=e^2Q_t/(2\varepsilon)$, that is, when

$$N_d^*=\frac{dQ_t}{L}.$$

The slope is linear in $r$, so the barrier is $(L/4)W'(L/2)=e^2Q_tL/(8\varepsilon)$, as for the slab. At lower doping the barrier is proportional to $N$. At higher doping a neutral core of radius $a$ appears, and outside it $W'/r$ is proportional to $1-(a/r)^d$, which grows with $r$. The slope again lies below the chord, and the barrier is smaller.

The height of 0.13 eV is therefore common to the three shapes, while the optimum doping is 1.7, 3.4 or $5.1\times10^{18}$ cm⁻³. Neither circular cylinders nor spheres fill space, so the last two values are guides for columnar and compact grains.

## Relation to real films

A trap density of a few $10^{12}$ cm⁻² is a typical order of magnitude for polysilicon; a grain size of 20 nm is at the fine end. Real films break the assumption of identical, uniformly doped grains. A cube of side 20 nm contains on average 13.6 dopants at $N^*$, with a relative spread of 27%. Since any departure from $N^*$ lowers the barrier, randomness lowers the mean: applying the slab formula to each dopant number, with the traps fixed, gives about 0.11 eV. A 20 nm face also holds only 13.6 traps on average, and letting that number fluctuate as well gives about 0.10 eV.

Holes also tunnel near the top of the barrier. A semiclassical (WKB) estimate with rough masses of 0.5 and 0.16 electron masses raises the thermal flux by factors of 2.2 and 3.3, equivalent to lowering the barrier by 0.02 and 0.03 eV. Confinement in the grain lifts the lowest hole level by $E_0=0.010$ and 0.018 eV for the same masses. At 300 K, however, holes occupy several levels. In a harmonic well the free energy then rises by only about $E_0^2/(6kT)$, which is 0.002 eV or less, so confinement hardly changes the effective barrier. Randomness and tunnelling are separate estimates and should not simply be added, but they show that an effective barrier near 0.1 eV is as plausible as 0.13 eV.

The boundary charge is not a smooth sheet either. The traps are about $Q_t^{-1/2}=5.4$ nm apart. If they are treated as point charges on a square lattice, the hole energy midway between them lies 0.037 eV below the uniform-sheet value, and a classical flux average over the boundary plane lowers the barrier by about 0.02 eV, as much as randomness or tunnelling. Degeneracy and incomplete ionisation matter less at $N^*$. Degeneracy shifts the Fermi level of a neutral grain by about 0.5 meV, and if the acceptor is boron, the hole density calculated for full ionisation would leave about 4% of it neutral at mid-grain. At $2N^*$ the isolated boron level, combined with the hole density calculated for full ionisation, would make that fraction 69%. This overstates the neutral fraction, because neutral acceptors would reduce the hole density and because the acceptor level becomes shallower at such high doping. Still, full ionisation in the middle of the grain is not assured on the falling branch. The boundary field is 0.26 MV/cm, but the whole barrier is 12% of the band gap, too little energy for a hole to create an electron–hole pair without applied bias.

The highest barrier does not mark the highest resistance. Thermionic current depends on the hole density at the boundary, $p_0e^{-V_B/kT}$. At $N^*/2$ the barrier is half as high, but for the 0.40 eV trap level $p_0/N$ is only about $10^{-4}$, and the boundary density is about 70 times lower than at $N^*$. This factor depends strongly on the trap depth: it is about 3 for a 0.20 eV level and above 1000 for a 0.55 eV level. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
grain width L = 20 nm; traps Q_t = 3.40e+12 cm^-2
relative permittivity = 11.7; e^2/eps = 1.5466 eV nm
valence density of states, 300 K = 3.0e+19 cm^-3
optimum doping N* = 1.700e+18 cm^-3
largest barrier V_max = 0.1315 eV = 0.00483 hartree
kT at 300 K = 0.02585 eV; V_max/kT = 5.09
Debye length at N* = 3.14 nm; half grain = 10 nm
300 K, trap 0.40 eV: N/N*, N (cm^-3), depletion V (eV), full V (eV), f, p0/N
  0.25  4.250e+17  0.0329  0.0329  0.2500  0.0000
  0.50  8.500e+17  0.0657  0.0657  0.5000  0.0001
  1.00  1.700e+18  0.1315  0.1287  0.9861  0.0348
  1.50  2.550e+18  0.0876  0.1048  0.9998  0.6753
  2.00  3.400e+18  0.0657  0.0874  0.9999  0.8683
  3.00  5.100e+18  0.0438  0.0670  1.0000  0.9681
peak of the full solution: N/N*, N (cm^-3), V (eV), V/V_max
  300 K, trap 0.40 eV: 1.01  1.72e+18  0.1289  0.980
  300 K, trap 0.55 eV: 1.00  1.70e+18  0.1313  0.999
  300 K, trap 0.20 eV: 1.24  2.11e+18  0.0846  0.644
  400 K, trap 0.40 eV: 1.05  1.79e+18  0.1211  0.921
  30 K limit, trap 0.40 eV: 1.00  1.70e+18  0.1315  1.000
30 K limit at 2 N*: (full V - depletion V)/kT = 0.9989
grain shape, depletion model: optimum N (cm^-3), peak V (eV)
  slab: 1.70e+18  0.1315
  cylinder: 3.40e+18  0.1315
  sphere: 5.10e+18  0.1315
neglected effects at N*, 300 K:
  light hole, mass 0.16 m_e: WKB flux gain 3.30, equal to lowering 0.0308 eV
  light hole: zero-point energy in the grain 0.0178 eV
  heavy hole, mass 0.5 m_e: WKB flux gain 2.17, equal to lowering 0.0200 eV
  heavy hole: zero-point energy in the grain 0.0100 eV
  degeneracy shift of Fermi level, neutral grain = 0.52 meV
  neutral boron at mid-grain, first estimate: 0.043 at N*, 0.692 at 2 N*
  dopants in a cube of side L = 13.6; relative spread = 0.27
  depletion V averaged over random dopant number = 0.1065 eV
  boundary field = 0.263 MV/cm; V_max/gap = 0.117
```
